# Why Σ r·F is not the pressure of a periodic cell: test program

```python
"""
Result under test: for a periodic cell with energy E(r, h),
    3 P V = W + X,   W = sum_i r_i . F_i,
    X = - sum_ab h_ab dE/dh_ab taken at fixed atomic positions r.
W alone depends on which periodic image represents each atom; W + X does not.
r: positions (rows), h: cell matrix (columns are lattice vectors), V = det h,
F: forces, P: static pressure, K: kinetic energy of the atoms.
Model pair energy: phi(d) = A exp(-d^2 / (2 w^2)); units eV and angstrom.
The electronic chain is computed in atomic units and printed in eV.
"""
import numpy as np
from scipy import constants as const

A, w, a = 50.0, 0.8, 4.0
GPA = const.e / 1e-30 / 1e9          # eV/angstrom^3 in GPa
HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10


def image_integers(m):
    k = np.arange(-m, m + 1)
    return np.array(np.meshgrid(k, k, k, indexing="ij")).reshape(3, -1).T


N4, N2, N0 = image_integers(4), image_integers(2), image_integers(0)


def crystal(r, h, n=N4):
    """Energy, forces, pair virial tensor, explicit cell tensor."""
    L = n @ h.T
    d = (r[:, None] - r[None, :])[None] + L[:, None, None, :]
    phi = A * np.exp(-(d**2).sum(-1) / (2 * w**2))
    g = phi[..., None] * d / w**2
    energy = 0.5 * phi.sum() - 0.5 * A * len(r)   # remove d = 0 self terms
    pair = 0.5 * g.reshape(-1, 3).T @ d.reshape(-1, 3)
    explicit = 0.5 * g.sum(axis=(1, 2)).T @ L
    return energy, g.sum(axis=(0, 2)), pair, explicit


def strain_derivative(r, h, move_atoms, n=N4, step=5e-6):
    """-dE/d(strain), by central differences of the energy only."""
    out = np.zeros((3, 3))
    for i in range(3):
        for j in range(3):
            e = []
            for sign in (1, -1):
                S = np.eye(3)
                S[i, j] += sign * step
                e.append(crystal(r @ S.T if move_atoms else r, S @ h, n)[0])
            out[i, j] = -(e[0] - e[1]) / (2 * step)
    return out


h = a * np.eye(3)
V = np.linalg.det(h)
fcc = a * np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
print(f"Model: A = {A:.1f} eV, w = {w:.1f} A, cell edge = {a:.1f} A, V = {V:.1f} A^3")
print(f"Conversion: 1 eV/A^3 = {GPA:.4f} GPa")

# Perfect lattice: no forces, yet a pressure
E0, F0, pair0, X0 = crystal(fcc, h)
total0 = np.trace(strain_derivative(fcc, h, True))
W0 = np.sum(fcc * F0)
assert np.abs(F0).max() < 1e-10
assert abs(total0 - np.trace(X0)) < 1e-5 and total0 > 1
P0 = total0 / (3 * V)
print("PERFECT LATTICE")
print(f"energy per cell = {E0:.5f} eV; largest force below 1e-10 eV/A: "
      f"{np.abs(F0).max() < 1e-10}")
print(f"W = {abs(W0):.5f} eV, X = {np.trace(X0):.5f} eV")
print(f"-dE/dlambda by finite difference = {total0:.5f} eV")
print(f"true static pressure = {P0:.6f} eV/A^3 = {P0 * GPA:.3f} GPa")

# One displaced atom, several image choices
shift = np.array([0.20, 0.10, 0.05])
r = fcc.copy()
r[0] += shift
F = crystal(r, h)[1]
print("DISPLACED LATTICE: atom 1 moved by", shift, "A")
for i in range(4):
    print(f"atom {i+1}: r = ({r[i,0]:.2f}, {r[i,1]:.2f}, {r[i,2]:.2f}) A, "
          f"F = ({F[i,0]:.5f}, {F[i,1]:.5f}, {F[i,2]:.5f}) eV/A")
assert np.abs(F.sum(axis=0)).max() < 1e-10
step = 1e-5
for i in range(4):
    for c in range(3):
        rp, rm = r.copy(), r.copy()
        rp[i, c] += step
        rm[i, c] -= step
        slope = (crystal(rp, h)[0] - crystal(rm, h)[0]) / (2 * step)
        assert abs(F[i, c] + slope) < 1e-6


def moved(r, h, atom, n):
    q = r.copy()
    q[atom] += h @ np.array(n)
    return q


def choices(r, h):
    s = r @ np.linalg.inv(h).T
    return {"all in [0,1)": r,
            "all in [-1/2,1/2)": (s - np.floor(s + 0.5)) @ h.T,
            "atom 1 by +a1": moved(r, h, 0, (1, 0, 0)),
            "atom 1 by -a1": moved(r, h, 0, (-1, 0, 0))}


sheared = h + np.array([[0, .3, .1], [0, .1, -.2], [.05, 0, -.1]])
for cell, show in ((h, True), (sheared, False)):
    start = r @ np.linalg.inv(h).T @ cell.T
    reference = strain_derivative(start, cell, True)
    W_list = []
    for name, q in choices(start, cell).items():
        _, f, pair, X = crystal(q, cell)
        W = f.T @ q
        X_fd = strain_derivative(q, cell, False)
        assert np.allclose(X, X_fd, atol=1e-5)
        assert np.allclose(W + X_fd, reference, atol=1e-5)
        assert np.allclose(pair, reference, atol=1e-5)
        W_list.append(np.trace(W))
        if show:
            print(f"{name}: W = {np.trace(W):.5f}, X = {np.trace(X_fd):.5f}, "
                  f"W+X = {np.trace(W + X_fd):.5f} eV; "
                  f"W/3V = {np.trace(W)/(3*V):.6f} eV/A^3")
            if name == "atom 1 by +a1":
                tensor_line = (f"same choice, tensor: W_xy = {W[0,1]:.5f}, "
                               f"W_yx = {W[1,0]:.5f}, (W+X)_xy = "
                               f"{(W+X)[0,1]:.5f}, (W+X)_yx = {(W+X)[1,0]:.5f} eV")
    f_start = crystal(start, cell)[1]
    assert abs(W_list[2] - W_list[0] - f_start[0] @ cell[:, 0]) < 1e-8
    assert max(W_list) - min(W_list) > 1
    if show:
        P1 = np.trace(reference) / (3 * V)
        W_cell = W_list[0]
        print(f"predicted jump F_1.a1 = {f_start[0] @ cell[:, 0]:.5f} eV")
        print(tensor_line)
        print(f"true static pressure = {P1:.6f} eV/A^3 = {P1 * GPA:.3f} GPa")

# Doubling the cell leaves W per volume unchanged
r_double = np.vstack([r, r + h[:, 0]])
h_double = h.copy()
h_double[:, 0] *= 2
W_double = np.sum(r_double * crystal(r_double, h_double)[1])
assert abs(W_double - 2 * W_cell) < 1e-8
print(f"doubled cell: W = {W_double:.5f} eV, W/3V = {W_double/(6*V):.6f} eV/A^3")

# Isolated cluster: here W is the full scaling derivative
Fc = crystal(r, h, N0)[1]
W_cluster = np.sum(r * Fc)
scale_cluster = np.trace(strain_derivative(r, h, True, N0))
assert abs(W_cluster - scale_cluster) < 1e-5
assert abs(np.sum((r + 5.0) * Fc) - W_cluster) < 1e-9
print(f"isolated cluster: W = {W_cluster:.5f} eV, "
      f"-dE/dlambda = {scale_cluster:.5f} eV")

# Electrons: filled lowest band of a one-dimensional chain (atomic units)
depth, sigma, length = 1.0, 0.7, 8.0
sites = np.array([1.0, 4.4])
waves = np.arange(-12, 13)
kfrac = (np.arange(8) + 0.5) / 8 - 0.5


def chain(x, L):
    """Band energy, Hellmann-Feynman forces, operator form of -L dE/dL."""
    G = 2 * np.pi * waves / L
    q = G[:, None] - G[None, :]
    v = -depth * sigma * np.sqrt(2 * np.pi) * np.exp(-(q * sigma)**2 / 2) / L
    parts = [v * np.exp(-1j * q * xi) for xi in x]
    U = sum(parts)
    energy, force, scaling = 0.0, np.zeros(len(x)), 0.0
    for kf in kfrac:
        T = np.diag((G + 2 * np.pi * kf / L)**2 / 2)
        val, vec = np.linalg.eigh(T + U)
        c = vec[:, 0]
        weight = 2 / len(kfrac)
        energy += weight * val[0]
        force += [weight * (c.conj() @ (1j * q * p) @ c).real for p in parts]
        op = 2 * T + (1 - (q * sigma)**2) * U
        scaling += weight * (c.conj() @ op @ c).real
    return energy, force, scaling


print(f"ELECTRONIC CHAIN: L = {length*BOHR:.4f} A, sites = "
      f"{sites[0]*BOHR:.4f}, {sites[1]*BOHR:.4f} A, 2 electrons per cell")
print(f"well depth = {depth*HARTREE:.4f} eV, well width = {sigma*BOHR:.4f} A, "
      f"{len(waves)} plane waves, {len(kfrac)} k-points")
W_chain = []
for name, x in (("first choice", sites),
                ("site 2 by +L", sites + np.array([0, length]))):
    _, f, scaling = chain(x, length)
    dl = 1e-4
    X = -length * (chain(x, length + dl)[0] - chain(x, length - dl)[0]) / (2 * dl)
    W = x @ f
    assert abs(W + X - scaling) < 1e-6
    W_chain.append(W)
    print(f"{name}: W = {W*HARTREE:.5f}, X = {X*HARTREE:.5f}, W+X = "
          f"{(W+X)*HARTREE:.5f}, operator value = {scaling*HARTREE:.5f} eV")
assert abs(W_chain[1] - W_chain[0]) > 1e-3

# Thermal pressure of two atoms on a ring, from the partition function
kT, ring = 0.10, 5.0
s = np.arange(4000) / 4000
n1 = np.arange(-5, 6)


def ring_terms(L):
    d = s[:, None] * L + n1 * L
    own = n1 * L
    p, po = A * np.exp(-d**2 / (2*w**2)), A * np.exp(-own**2 / (2*w**2))
    return p.sum(1) + po.sum() - A, ((p * d**2).sum(1) + (po * own**2).sum()) / w**2


def log_Z(L):
    return 2 * np.log(L) + np.log(np.mean(np.exp(-ring_terms(L)[0] / kT)))


PL_free = kT * ring * (log_Z(ring + 1e-4) - log_Z(ring - 1e-4)) / 2e-4
U, virial = ring_terms(ring)
boltz = np.exp(-U / kT)
PL_virial = 2 * kT + (boltz @ virial) / boltz.sum()
assert abs(PL_free - PL_virial) < 1e-5
print(f"THERMAL RING: kT = {kT:.2f} eV, L = {ring:.1f} A; PL from free energy = "
      f"{PL_free:.5f} eV, from 2K+W+X = {PL_virial:.5f} eV")

# Molecular dynamics of the compressed lattice, unwrapped coordinates
mass, dt_fs, steps = 30.0, 1.0, 8000
time_unit = np.sqrt(const.atomic_mass * 1e-20 / const.e) * 1e15   # fs
dt = dt_fs / time_unit
rng = np.random.default_rng(3)
vel = rng.normal(size=(4, 3)) * np.sqrt(0.05 / mass)
vel -= vel.mean(axis=0)
x = fcc.copy()
E, f, pair, X = crystal(x, h, N2)
rows, G_start = [], mass * np.sum(vel * x)
for t in range(steps + 1):
    K2 = mass * np.sum(vel**2)
    at_zero = x - a * np.floor(x / a)
    at_quarter = x - a * np.floor(x / a - 0.25)
    rows.append([K2, np.sum(x * f), np.trace(X), np.trace(pair),
                 np.sum(at_zero * f), np.sum(at_quarter * f), E + K2 / 2])
    if t == steps:
        break
    vel = vel + 0.5 * dt * f / mass
    x = x + dt * vel
    E, f, pair, X = crystal(x, h, N2)
    vel = vel + 0.5 * dt * f / mass
rows = np.array(rows)
mean = (rows.sum(axis=0) - 0.5 * (rows[0] + rows[-1])) / steps
K2, Wm, Xm, pairm, Wzero, Wquarter, _ = mean
drift = (mass * np.sum(vel * x) - G_start) / (steps * dt)
assert np.ptp(rows[:, 6]) < 5e-3
assert abs(K2 + Wm - drift) < 2e-3
assert abs(K2 + Wm) < 0.05
assert abs(K2 + pairm - Xm) < 0.05 and Xm > 1
assert abs(K2 + Wquarter) < 0.05
assert K2 + Wzero > 0.5
P_md = (K2 + pairm) / (3 * V)
print(f"DYNAMICS: mass = {mass:.1f} u, step = {dt_fs:.1f} fs, "
      f"run = {steps*dt_fs/1000:.1f} ps")
print(f"total-energy spread = {np.ptp(rows[:, 6]):.6f} eV")
print(f"mean 2K = {K2:.5f} eV, mean W (unwrapped) = {Wm:.5f} eV")
print(f"mean 2K+W = {K2+Wm:.5f} eV, change of G over run time = {drift:.5f} eV")
print(f"mean X = {Xm:.5f} eV, mean 2K+W+X = {K2+pairm:.5f} eV")
print(f"mean 2K+W, wrapped, faces through atoms = {K2+Wzero:.5f} eV")
print(f"mean 2K+W, wrapped, faces between atoms = {K2+Wquarter:.5f} eV")
print(f"true mean pressure = {P_md:.6f} eV/A^3 = {P_md*GPA:.3f} GPa")
print("finished without a failed check")
```

It prints:

```
Model: A = 50.0 eV, w = 0.8 A, cell edge = 4.0 A, V = 64.0 A^3
Conversion: 1 eV/A^3 = 160.2177 GPa
PERFECT LATTICE
energy per cell = 2.31880 eV; largest force below 1e-10 eV/A: True
W = 0.00000 eV, X = 29.01336 eV
-dE/dlambda by finite difference = 29.01336 eV
true static pressure = 0.151111 eV/A^3 = 24.211 GPa
DISPLACED LATTICE: atom 1 moved by [0.2  0.1  0.05] A
atom 1: r = (0.20, 0.10, 0.05) A, F = (-1.18125, -0.60940, -0.30650) eV/A
atom 2: r = (0.00, 2.00, 2.00) A, F = (-0.12296, 0.31082, 0.15988) eV/A
atom 3: r = (2.00, 0.00, 2.00) A, F = (0.64041, -0.07042, 0.18312) eV/A
atom 4: r = (2.00, 2.00, 0.00) A, F = (0.66381, 0.36901, -0.03650) eV/A
all in [0,1): W = 4.34157, X = 25.85624, W+X = 30.19781 eV; W/3V = 0.022612 eV/A^3
all in [-1/2,1/2): W = -4.96660, X = 35.16441, W+X = 30.19781 eV; W/3V = -0.025868 eV/A^3
atom 1 by +a1: W = -0.38344, X = 30.58124, W+X = 30.19781 eV; W/3V = -0.001997 eV/A^3
atom 1 by -a1: W = 9.06658, X = 21.13123, W+X = 30.19781 eV; W/3V = 0.047222 eV/A^3
predicted jump F_1.a1 = -4.72501 eV
same choice, tensor: W_xy = 0.96357, W_yx = -1.96232, (W+X)_xy = 0.20933, (W+X)_yx = 0.20933 eV
true static pressure = 0.157280 eV/A^3 = 25.199 GPa
doubled cell: W = 8.68314 eV, W/3V = 0.022612 eV/A^3
isolated cluster: W = 10.10635 eV, -dE/dlambda = 10.10635 eV
ELECTRONIC CHAIN: L = 4.2334 A, sites = 0.5292, 2.3284 A, 2 electrons per cell
well depth = 27.2114 eV, well width = 0.3704 A, 25 plane waves, 8 k-points
first choice: W = -9.52437, X = -0.95463, W+X = -10.47899, operator value = -10.47899 eV
site 2 by +L: W = -31.93464, X = 21.45564, W+X = -10.47899, operator value = -10.47899 eV
THERMAL RING: kT = 0.10 eV, L = 5.0 A; PL from free energy = 7.86562 eV, from 2K+W+X = 7.86562 eV
DYNAMICS: mass = 30.0 u, step = 1.0 fs, run = 8.0 ps
total-energy spread = 0.000252 eV
mean 2K = 0.58221 eV, mean W (unwrapped) = -0.58339 eV
mean 2K+W = -0.00117 eV, change of G over run time = -0.00089 eV
mean X = 31.72384 eV, mean 2K+W+X = 31.72267 eV
mean 2K+W, wrapped, faces through atoms = 4.95089 eV
mean 2K+W, wrapped, faces between atoms = -0.00018 eV
true mean pressure = 0.165222 eV/A^3 = 26.472 GPa
finished without a failed check
```
